The Koopmans Screening Coefficient as a Ratio of Energy Curvatures, part 2

A Koopmans functional (variant KI) adds to the energy, for each localized orbital, the chord of its frozen energy curve minus the curve, multiplied by a coefficient α. We ask how α follows from the response of the other electrons.

Equations are in Rydberg atomic units, the silane example in eV. Orbitals are real and nuclei fixed. φ is a localized spin-up orbital with occupation f and density n = |φ|². It lies in the occupied space of a stable ground state with a gap, the reference, where f = 1. H is the spin-up Kohn-Sham Hamiltonian and h = ⟨φ|H|φ⟩ at the reference. For an empty orbital the reference is f = 0.

The coordinates x describe changes of the other orbitals, with φ held fixed and x = 0 at the reference. The frozen and relaxed curves are

E_u(f) = E(f,0), E_r(f) = E(f,x(f)),

where x(f) satisfies ∂E/∂x = 0. K_u, K_r and T_u, T_r are their second and third derivatives at f = 1. With ρ_r(f) the relaxed density and ρ_σ the spin densities, the earlier results are

dE_r/df = ⟨φ|H[ρ_r(f)]|φ⟩,

f_Hxc(r,r') = 2/|r−r'| + δ²E_xc/δρ_σ(r)δρ_σ'(r'),

K_u = ∫∫ n(r) f_Hxc(r,r') n(r') dr dr' = ⟨n|f_Hxc|n⟩, both spins up,

S_u = [E_u(1) − E_u(0)] − h,

α = {[E_r(1) − E_r(0)] − h} / {[E_u(1) − E_u(0)] − h}.

Removing only a fraction q gives α(q), which tends to K_r/K_u as q → 0; this is α to second order. The correction changes h to h + αS_u and leaves couplings between occupied orbitals unchanged.

Silane is a regular tetrahedron with Si–H length 1.48 Å, treated in LDA (Slater exchange, VWN5) with basis def2-SVP. φ is one of four equivalent Si–H bond orbitals, with K_u = 13.058, h = −9.740, S_u = −6.173 and E_r(1) − E_r(0) = −14.362 eV. The empty test orbital in the output is a hydrogen s function projected on the empty space.

**Q.** Now the relaxed curvature. You cannot differentiate E_r without knowing how the orbitals move.

**A.** The first-order motion is enough. Let subscripts on E(f,x) denote partial derivatives at the reference. The condition E_x(f,x(f)) = 0 holds for every f near 1. Differentiate it with respect to f:

E_xf + E_xx (dx/df) = 0, so dx/df = −E_xx⁻¹ E_xf.

The slope of the relaxed curve is E_f(f,x(f)). Its derivative is

K_r = E_ff + E_fx (dx/df) = K_u − E_fx E_xx⁻¹ E_xf,

because E_ff is taken at fixed x and is the frozen curvature. Dividing by K_u,

α = 1 − (E_fx E_xx⁻¹ E_xf)/K_u.

Stability of the reference means that E_xx is positive definite. The subtracted term is then not negative, so K_r ≤ K_u. If K_u is positive, α ≤ 1.

**Q.** Those are abstract coordinates. Give me the formula in orbitals, with the factors of two.

**A.** Let i label the other occupied orbitals and a the empty ones, of either spin, all orthogonal to φ if they have spin up. Choose them so that H is diagonal within each group, with energies ε_i and ε_a. Mix orbitals of the same spin by small real amounts x_ai:

φ_i → φ_i + Σ_a x_ai φ_a − ½ Σ_j (Σ_a x_aj x_ai) φ_j.

The last term keeps them orthonormal to second order. There are three contributions to the energy.

First, the orbitals move to higher levels. Weight x_ai² leaves level i and enters level a, which costs Σ Δ_ai x_ai² with Δ_ai = ε_a − ε_i. There is no linear term, since H does not connect occupied with empty orbitals in the ground state.

Second, the density changes by δρ = 2 Σ x_ai φ_a φ_i, where the factor 2 comes from the two cross terms in the square. Its self-interaction is

½⟨δρ|f_Hxc|δρ⟩ = 2 xᵀMx, with M_ai,bj = ⟨φ_aφ_i|f_Hxc|φ_bφ_j⟩.

Third, if f changes by δf, the density δf·n interacts with δρ:

δf ⟨n|f_Hxc|δρ⟩ = 2 δf wᵀx, with w_ai = ⟨φ_aφ_i|f_Hxc|n⟩.

Write Δ for the diagonal matrix of the gaps. The first two contributions must equal ½xᵀE_xx x, so E_xx = 2Δ + 4M. The third must equal δf·E_fx x, so E_fx = 2wᵀ. Insert both:

K_r = K_u − (2wᵀ)(2Δ + 4M)⁻¹(2w) = K_u − 2wᵀ(Δ + 2M)⁻¹w.

For silane this gives K_r = 9.742 eV. The second difference of the self-consistent relaxed energies, which uses no response formula, gives 9.741 eV.

**Q.** You call α a screening coefficient. I see a matrix inverse, but no dielectric function.

**A.** Follow the potential instead of the energy. Per unit change of f, let v be the total change of potential felt by the other electrons. It comes from n and from their own density change:

v = f_Hxc n + f_Hxc δρ.

Independent electrons respond with x_ai = −v_ai/Δ_ai. This defines their response function χ₀ by

δρ = χ₀v = −2 Σ φ_aφ_i v_ai/Δ_ai.

Insert it into the first equation and solve:

(1 − f_Hxc χ₀) v = f_Hxc n, so v = ε⁻¹ f_Hxc n, with ε = 1 − f_Hxc χ₀.

The slope of E_r is the diagonal element of φ, so its derivative is the average of v over n:

K_r = ⟨n|v⟩ = ⟨n|ε⁻¹ f_Hxc|n⟩.

Therefore, to second order,

α = ⟨n|ε⁻¹ f_Hxc|n⟩ / ⟨n|f_Hxc|n⟩.

The numerator is the screened self-interaction of the orbital density and the denominator is the bare one.

This agrees with the matrix formula. Since v_ai = w_ai + 2(Mx)_ai and v_ai = −Δ_ai x_ai, we have (Δ+2M)x = −w. Then

⟨n|v⟩ = K_u + 2wᵀx = K_u − 2wᵀ(Δ+2M)⁻¹w.

A numerical solution of the dielectric equation for silane also gives 9.742 eV.

**Q.** Can the formula also be written with an interacting response function χ?

**A.** Yes, and it is the same expression. Define χ by δρ = χ f_Hxc n. Since δρ = χ₀v, we have χ = χ₀(1 − f_Hxc χ₀)⁻¹. The identity (1−A)⁻¹ = 1 + A(1−A)⁻¹ with A = f_Hxc χ₀ gives ε⁻¹ = 1 + f_Hxc χ. Hence

K_r = ⟨n|f_Hxc + f_Hxc χ f_Hxc|n⟩.

**Q.** Must α lie between 0 and 1?

**A.** With the Hartree kernel alone, yes, for a stable system with a gap. Call that kernel u; it is positive, so it has a square root. It acts on the total density, and χ₀ is then summed over spins. Define B = −u^½ χ₀ u^½, which has no negative eigenvalues because χ₀ has no positive ones. From

(1 − uχ₀) u^½ = u^½ (1 + B)

it follows that (1 − uχ₀)⁻¹u = u^½(1+B)⁻¹u^½. With g = u^½n,

α = ⟨g|(1+B)⁻¹|g⟩/⟨g|g⟩.

For finite B the eigenvalues of (1+B)⁻¹ lie above 0 and do not exceed 1, so 0 < α ≤ 1. In silane this Hartree-only value is 0.789, computed with the LDA orbitals and gaps.

The full kernel contains negative exchange-correlation parts, and the proof does not carry over. For K_u > 0, stability still gives α ≤ 1, but a positive α has to be found by calculation. Here it is 0.746.

**Q.** What would the ratio become in a solid?

**A.** A simple limit shows the trend. Take a uniform medium and the Hartree kernel. In Fourier space the kernel is 8π/k² and ε is diagonal, so

α = ∫ |n_k|² /[k² ε(k)] d³k / ∫ |n_k|²/k² d³k.

This is a weighted average of 1/ε(k). A very wide density contains small k only, and α approaches 1/ε(0). A compact orbital also contains large k, where the electrons of the medium screen less. The coefficient of a localized orbital is therefore not simply the inverse macroscopic dielectric constant.

**Q.** Go back to the relaxation rule. Holding φ fixed seems artificial. A real electron cloud would deform too.

**A.** It is a choice, and another is possible. Let φ also mix with the empty orbitals. The new mixed derivative must be checked, because φ has occupation f. The energy gradient for mixing φ with φ_a is 2f H_aφ, where H_aφ is the element of H between them. Its derivative at f = 1 is

2H_aφ + 2 ∂H_aφ/∂f = 0 + 2w_aφ.

The first term vanishes in the ground state. The coupling has the same form as for the other orbitals, and E_xx is now the ordinary ground-state matrix. The result is the same formula for K_r, with χ the response of all electrons, φ included.

This K_r is also the curvature for a simpler process: add a small test density g·n to the complete ground state, let all electrons respond, and differentiate twice with respect to g. The second derivatives with respect to g and x are the same.

In silane the full-response formula gives 9.436 eV, and self-consistent calculations with g = ±0.03 give 9.435 eV. The coefficient becomes 9.436/13.058 = 0.723, against 0.746 with φ held.

**Q.** Was it bound to fall?

**A.** It could not rise, for a stable reference and K_u > 0. The relaxed second-order energy is the minimum over x of a quadratic form, and a minimum over a larger set cannot be higher.

An extreme case is a single electron. With φ held there is nothing left to relax, so K_r = K_u and α = 1, provided K_u is not zero. With the full response the electron's own cloud deforms in the approximate potential, and α can fall below 1. A reported α should therefore come with its relaxation rule.

**Q.** Why not go further and let φ mix with the other occupied orbitals as well?

**A.** Then the hole would leave φ. With occupation 1−q, the energy changes by −q⟨φ|H|φ⟩ to first order, and mixing among the occupied orbitals lowers it until the hole sits in the highest level. In silane the slope would be −8.487 eV instead of h = −9.740 eV. The frozen and relaxed curves would no longer share their slope, and the expansion that led to the ratio would fail at its first term.

**Q.** Now the result I would use. What happens to the highest occupied level?

**A.** The screened shift is

αS_u = 0.746 × (−6.173 eV) = −4.605 eV.

The diagonal element becomes −9.740 − 4.605 = −14.345 eV. The relaxed energy difference is −14.362 eV, so the second-order error is 0.017 eV.

The diagonal element of one bond is not yet a level, because the four bonds are coupled. The correction leaves these couplings unchanged and shifts all four diagonal elements equally, since the bonds are equivalent. The valence levels therefore all move by the same amount. The highest one goes from −8.487 eV to

−8.487 − 4.605 = −13.092 eV.

With full response the shift is 0.7226 × (−6.173) = −4.461 eV, and the level is −12.948 eV.

**Q.** How many of those digits are meaningful?

**A.** Three effects have been sized. Using the second-order α instead of the whole-electron value matters by 0.02 eV. Changing the relaxation rule moves the level by 0.14 eV. Enlarging the basis from def2-SVP to def2-TZVP, with φ held and the geometry unchanged, lowers α from 0.746 to 0.728 and moves the corrected level from −13.09 to −13.03 eV. One enlargement does not prove convergence.

I would quote α as about 0.7 and the level as about −13 eV. In this example the expansion to second order is the smallest of the three. The parametrization of the correlation energy matters more than any of them. With the RPA-fitted variant of VWN, α is 0.749 and S_u hardly changes, but the LDA level lies at −8.97 eV and the corrected level at −13.6 eV, 0.5 eV lower. Other errors of LDA, through its density, gaps and kernel, have not been sized.

**Q.** How does this compare with real silane, and with the silicon made from it?

**A.** The measured vertical ionization energy of the gas is, as a rough value, 12 to 13 eV. The negative of the corrected level, about 13 eV, is near the upper end, while the LDA level alone would suggest 8.5 eV. This is a comparison of rough size for one molecule. The fixed nuclei suit a vertical ionization, and molecular motion is left out.

A deposited film breaks the main assumption, which is an isolated molecule: neighbouring matter also screens. If S_u is held at −6.173 eV, each decrease of α by 0.1 raises the level by 0.6 eV. The macroscopic dielectric constant of silicon is roughly 12, so the uniform-medium limit for a very wide density would be α near 0.08. That is a limit and no estimate for a bond orbital. In a film both α and S_u have to be recalculated with the orbitals and the response of the solid, and the silane coefficient should not be transferred.

**Q.** Under what conditions should I distrust the ratio altogether?

**A.** Five are worth naming.

If K_u is close to zero, α has a small denominator. Its numerator K_r = K_u − E_fx E_xx⁻¹ E_xf need not be small, because the relaxation term can remain. The ratio can then be large and of either sign, and a small error in K_u changes it strongly.

If the reference is close to an instability against the changes that the relaxation rule allows, E_xx has an eigenvalue near zero. When the orbital density couples to that mode, K_r falls steeply and can become negative. With φ held, fewer changes are allowed, so E_xx can remain safely positive even where the matrix of the full response is nearly singular. A vanishing gap can also remove the smooth expansion on which the argument rests.

If the relaxed solution changes character between f = 1 and f = 0, for instance by a transfer of charge or spin to another site, derivatives at f = 1 do not know about it. The whole-electron definition should then be evaluated directly, and even its meaning depends on which solution is followed.

If an empty orbital reaches into a region where the ground-state density is small, the local exchange kernel, which grows as ρ↑^(−2/3), makes the energy strongly non-parabolic near f = 0, even with a large gap. For a diffuse s function of exponent 0.02 bohr⁻² on silicon, projected on the empty space of silane, the effective frozen curvature 2{[E_u(q) − E_u(0)]/q − h}/q is −9.2 eV at q = 0.003, −2.8 eV at q = 0.03, +1.1 eV at q = 0.3 and +2.2 eV at q = 1. A few Taylor terms do not describe such a curve, and the whole-electron definition should be used.

If T_r/K_r and T_u/K_u differ strongly, the cubic correction no longer cancels. It can be detected by computing α(q) at a few values of q. In silane α(q) rises from 0.746 in the limit of small q to 0.747 at q = 0.25, 0.748 at q = 0.5 and 0.749 at q = 1. The remaining values are in the numerical output below.

Values computed for the example and the checks

```
Si-H length (input): 1.48 angstrom
basis functions, def2-SVP and def2-TZVP: 38 61
K_u, kernel formula: 13.0577 eV
K_u, energy differences: 13.0576 eV
K_u, Hartree part: 15.4470 eV
K_u, exchange-correlation part: -2.3893 eV
K_r, Hessian formula: 9.7416 eV
K_r, dielectric formula: 9.7416 eV
K_r, self-consistent energy differences: 9.7414 eV
alpha = K_r/K_u, phi held: 0.7460
alpha from energy differences, phi held: 0.7460
alpha, Hartree kernel only: 0.7890
K_r, full response: 9.4356 eV
K_r, full response, test-density differences: 9.4354 eV
alpha, full response: 0.7226
relaxed slope dE/df at f=0.5: -14.4718 eV
relaxed diagonal element at f=0.5: -14.4722 eV
frozen diagonal element at f=0.5: -16.0590 eV
T_u: 1.250 eV
T_r: 0.672 eV
d alpha/dq at q=0, formula: 0.0067
d alpha/dq at q=0, from energies: 0.0067
alpha(q=0.05): 0.7464
alpha(q=0.10): 0.7467
alpha(q=0.25): 0.7474
alpha(q=0.50): 0.7483
alpha(q=1.00): 0.7488
h, LDA diagonal element of the bond orbital: -9.740 eV
frozen E(1)-E(0): -15.913 eV
relaxed E(1)-E(0): -14.362 eV
frozen KI shift: -6.173 eV
screened KI shift, second-order alpha: -4.605 eV
KI diagonal element, second-order alpha: -14.345 eV
its error against relaxed E(1)-E(0): 0.017 eV
frozen bow at f=0.5: 1.486 eV
relaxed bow at f=0.5: 1.114 eV
relaxed bow minus alpha times frozen bow: 0.005 eV
LDA highest occupied level: -8.487 eV
KI highest occupied level, phi held: -13.092 eV
KI highest occupied level, full response: -12.948 eV
alpha, phi held, def2-TZVP: 0.7280
LDA highest occupied level, def2-TZVP: -8.527 eV
KI highest occupied level, phi held, def2-TZVP: -13.029 eV
empty test orbital: K_u: 11.4988 eV
empty test orbital: K_r: 8.0222 eV
empty test orbital: K_r/K_u: 0.6977
empty test orbital: alpha for 0.05 electron added: 0.6997
```
